\section*{Kirkwood's multipole series and its convergence near a spherical dielectric boundary}

\section{Charges in a spherical cavity}

A continuum estimate of solvation that keeps only the net charge of a solute can miss most of the energy. For the three charges treated in Section~\ref{sec:example}, the net-charge term gives $-0.87$ eV, while the full energy in the same model is $-3.35$ eV. Adding a fixed number of higher multipoles does not cure the problem in general. For one charge at 95\% of the cavity radius, with outside permittivity 80, the first ten multipole terms still miss 36\% of the energy. One needs the weight of every multipole and a rule for how many to keep.

The model is a sphere of radius $a$ centred at the origin, with relative permittivity 1 inside and a constant $\varepsilon>1$ outside. The medium contains no mobile ions and responds linearly. Finitely many nonzero charges $q_i$, in units of the elementary charge $e$, are fixed at distinct points $\mathbf r_i$ with $r_i<a$. They do not readjust to the medium. With
\begin{equation}
k=\frac{e^2}{4\pi\varepsilon_0},
\end{equation}
a charge $q$ in vacuum produces the potential $\phi=kq/r$, understood as energy per unit of charge number.

\subsection{One charge: matching at the wall}

Place a charge $q$ at distance $s$ from the centre, and let $\theta$ be the angle between the field point $\mathbf r$ and the direction of the charge. Inside the sphere the potential is the Coulomb potential plus a reaction potential $\phi_R$. The reaction potential has no sources inside, so it is harmonic and regular at the origin. Outside, the whole potential is harmonic and vanishes at infinity. By axial symmetry,
\begin{align}
\phi_{\rm in}&=\frac{kq}{|\mathbf r-\mathbf s|}+\sum_{l=0}^{\infty}B_l r^lP_l(\cos\theta), \label{eq:in}\\
\phi_{\rm out}&=\sum_{l=0}^{\infty}\frac{A_l}{r^{l+1}}P_l(\cos\theta). \label{eq:out}
\end{align}
The wall lies at $r=a>s$, where the Coulomb potential has the expansion
\begin{equation}
\frac{kq}{|\mathbf r-\mathbf s|}=kq\sum_{l=0}^{\infty}\frac{s^l}{r^{l+1}}P_l(\cos\theta),\qquad r>s. \label{eq:coulomb}
\end{equation}
The potential is continuous at the wall. There is no free surface charge, so $\varepsilon\,\partial\phi/\partial r$ is continuous too. Since the $P_l$ are orthogonal, both conditions hold for each $l$ separately. Continuity of the potential, multiplied by $a^{l+1}$, gives
\begin{equation}
A_l=kqs^l+B_la^{2l+1}. \label{eq:cont}
\end{equation}
The derivative condition, multiplied by $a^{l+2}$, gives
\begin{equation}
-(l+1)kqs^l+lB_la^{2l+1}=-\varepsilon(l+1)A_l. \label{eq:disp}
\end{equation}
Insert \eqref{eq:cont} into \eqref{eq:disp} and collect the terms in $B_l$ on the left:
\begin{equation}
\left[(l+1)\varepsilon+l\right]B_la^{2l+1}=-(l+1)(\varepsilon-1)kqs^l .
\end{equation}
Therefore
\begin{equation}
B_l=-f_l\,\frac{kqs^l}{a^{2l+1}},\qquad
f_l=\frac{(l+1)(\varepsilon-1)}{(l+1)\varepsilon+l}. \label{eq:factor}
\end{equation}
Equation \eqref{eq:cont} then gives the outside coefficient,
\begin{equation}
A_l=kqs^l(1-f_l)=kqs^l\frac{2l+1}{(l+1)\varepsilon+l},
\end{equation}
because $(l+1)\varepsilon+l-(l+1)(\varepsilon-1)=2l+1$.

The minus sign in $B_l$ expresses the attraction between the charge and the polarization it induces. If $\varepsilon\to1$, all $f_l$ vanish. If $\varepsilon\to\infty$, all $f_l$ tend to 1, as for a grounded conducting wall. For $l=0$ the factor is $1-1/\varepsilon$, the Born factor.

\subsection{Arbitrary charges: the energy}

The equations are linear, so the reaction potentials of the charges add. Let $\theta_{ij}$ be the angle between $\mathbf r_i$ and $\mathbf r_j$, and let $t_{ij}=r_ir_j/a^2$. Equations \eqref{eq:in} and \eqref{eq:factor} give
\begin{equation}
\phi_R(\mathbf r_i)=-\frac{k}{a}\sum_jq_j\sum_{l=0}^{\infty}f_lt_{ij}^lP_l(\cos\theta_{ij}). \label{eq:phi}
\end{equation}
To find the energy, build up all charges together as $\lambda q_i$, with $\lambda$ rising from 0 to 1. The reaction potential at that stage is $\lambda\phi_R$. The reversible work beyond that needed in vacuum is
\begin{equation}
G=\int_0^1\sum_iq_i\,\lambda\phi_R(\mathbf r_i)\,d\lambda
=\frac12\sum_iq_i\phi_R(\mathbf r_i). \label{eq:half}
\end{equation}
The factor $1/2$ comes from the linear response. Combining \eqref{eq:phi} and \eqref{eq:half} yields Kirkwood's series:
\begin{equation}
G=-\frac{k}{2a}\sum_{l=0}^{\infty}f_l\sum_{i,j}q_iq_jt_{ij}^lP_l(\cos\theta_{ij}). \label{eq:pair}
\end{equation}
The terms $i=j$ belong to the sum: each charge interacts with the polarization it induces itself.

The addition theorem for spherical harmonics,
\begin{equation}
P_l(\cos\theta_{ij})=\frac{4\pi}{2l+1}\sum_{m=-l}^{l}Y_{lm}^*(\hat{\mathbf r}_i)Y_{lm}(\hat{\mathbf r}_j),
\end{equation}
turns the double sum over charges into squared moments:
\begin{equation}
\begin{aligned}
M_{lm}&=\sqrt{\frac{4\pi}{2l+1}}\sum_iq_ir_i^lY_{lm}^*(\hat{\mathbf r}_i),\\
G&=-\frac{k}{2}\sum_{l=0}^{\infty}\frac{f_l}{a^{2l+1}}\sum_{m=-l}^{l}|M_{lm}|^2 .
\end{aligned}\label{eq:moments}
\end{equation}
No multipole order contributes a positive energy. Partial sums therefore approach $G$ from above, and a truncated series never overestimates the stabilization. The moments must be taken about the centre of the sphere.

\section{Rate of convergence}

\subsection{A single charge}

For one charge, set $t=(s/a)^2$ with $0<t<1$. Its energy is
\begin{equation}
G=-\frac{kq^2}{2a}S(t),\qquad S(t)=\sum_{l=0}^{\infty}f_lt^l. \label{eq:self}
\end{equation}
Dividing the numerator and denominator of $f_l$ by $l+1$ gives
\begin{equation}
f_l=\frac{\varepsilon-1}{\varepsilon+l/(l+1)} .
\end{equation}
Since $l/(l+1)$ rises from 0 towards 1, $f_l$ falls from $f_0=(\varepsilon-1)/\varepsilon$ towards
\begin{equation}
f_\infty=\frac{\varepsilon-1}{\varepsilon+1}=\frac{\varepsilon}{\varepsilon+1}f_0. \label{eq:finf}
\end{equation}
For $\varepsilon=80$ the range is merely 0.9875 to 0.9753. The factors barely help convergence; the powers of $t$ provide it.

Keep $N$ terms, $l=0,\ldots,N-1$, and let $\rho_N$ be the omitted part divided by the full sum. Setting $l=N+m$ in the omitted part,
\begin{equation}
\rho_N=\frac{t^N}{S(t)}\sum_{m=0}^{\infty}f_{N+m}t^m. \label{eq:rho}
\end{equation}
Because the factors decrease, $f_{N+m}\le f_m$. Also, by \eqref{eq:finf}, $f_{N+m}\ge f_\infty=\varepsilon f_0/(\varepsilon+1)\ge\varepsilon f_m/(\varepsilon+1)$. Inserting both bounds in \eqref{eq:rho} reproduces $S(t)$ in the numerator, and
\begin{equation}
\frac{\varepsilon}{\varepsilon+1}\,t^N\le\rho_N\le t^N. \label{eq:bounds}
\end{equation}
Thus the relative error is known within the factor $1+1/\varepsilon$ before any term is computed. A relative error of at most $\delta$ is guaranteed if
\begin{equation}
N\ge\frac{\ln(1/\delta)}{\ln(1/t)}. \label{eq:N}
\end{equation}
Let $d=a-s$ be the distance to the wall. Then
\begin{equation}
\ln(1/t)=-2\ln(1-d/a)=\frac{2d}{a}+O(d^2/a^2),
\end{equation}
so near the wall
\begin{equation}
N\simeq\frac{a}{2d}\ln\frac1\delta. \label{eq:walllaw}
\end{equation}
Near the wall, halving the distance doubles the number of terms to leading order. Convergence is geometric at each fixed depth, but no single geometric rate below 1 serves all depths up to the wall.

\subsection{Many charges}

Let $r_{\max}$ be the largest $r_i$, $t_{\max}=(r_{\max}/a)^2$ and $Q_{\rm abs}=\sum_i|q_i|$. Since $|P_l|\le1$, $t_{ij}\le t_{\max}$ and $f_l\le f_N$ for $l\ge N$, the omitted energy $R_N$ obeys
\begin{equation}
|R_N|\le\frac{k}{2a}f_NQ_{\rm abs}^2\frac{t_{\max}^N}{1-t_{\max}}. \label{eq:many}
\end{equation}
This bounds the absolute error; the relative error also depends on how large $G$ is.

Cancellation between charges cannot improve the exponential rate. To see this for $r_{\max}>0$, define
\begin{equation}
C_l=t_{\max}^{-l}\sum_{i,j}q_iq_jt_{ij}^lP_l(\cos\theta_{ij})\ge0,
\end{equation}
where the sign follows from \eqref{eq:moments}. As $l\to\infty$, every pair containing an inner charge drops out, because its $t_{ij}$ is smaller than $t_{\max}$. Between two outermost charges, $P_l(\cos\theta_{ij})\to0$ if $0<\theta_{ij}<\pi$. An antipodal pair has $P_l(-1)=(-1)^l$, which cancels between consecutive orders. What remains is
\begin{equation}
C_l+C_{l+1}\longrightarrow2\sum_{i:\,r_i=r_{\max}}q_i^2>0. \label{eq:nocancel}
\end{equation}
All omitted terms have the same sign, so the terms $l=N$ and $N+1$ alone give
\begin{equation}
|R_N|\ge\frac{k}{2a}f_\infty t_{\max}^{N+1}(C_N+C_{N+1}).
\end{equation}
With \eqref{eq:many}, this proves $|R_N|^{1/N}\to t_{\max}$. The outermost charge sets the rate, however small it is; its size affects the prefactor. If the sole charge sits at the centre, the series ends at $l=0$.

\section{What happens at the wall}

\subsection{Image form of the series}

Let $\gamma=1/(\varepsilon+1)$. The denominator of $f_l$ is $(l+1)(\varepsilon+1)-1=(\varepsilon+1)(l+1-\gamma)$, hence
\begin{equation}
f_l=f_\infty\frac{l+1}{l+1-\gamma}
=f_\infty\left[1+\frac{\gamma}{l+1-\gamma}\right]. \label{eq:split}
\end{equation}
Since $0<\gamma<1/2$, we may write $1/(l+1-\gamma)=\int_0^1u^{l-\gamma}du$. The generating function $\sum_lx^lP_l(c)=(1-2xc+x^2)^{-1/2}$ then gives, for $0\le t<1$ and $c=\cos\theta$,
\begin{equation}
\begin{aligned}
\sum_{l=0}^{\infty}f_lt^lP_l(c)=f_\infty\biggl[&\frac{1}{\sqrt{1-2tc+t^2}}\\
&+\gamma\int_0^1\frac{u^{-\gamma}\,du}{\sqrt{1-2tuc+t^2u^2}}\biggr]. \label{eq:image}
\end{aligned}
\end{equation}
For a source at $s>0$, the first part is the potential of a point image $-f_\infty qa/s$ at distance $a^2/s$ from the centre. The integral is a line image running outward from that point, at distances $a^2/(us)$.

Summing the point image in closed form leaves, for a single charge, the remainder
\begin{equation}
f_\infty\gamma\sum_{l=N}^{\infty}\frac{t^l}{l+1-\gamma}
\le\frac{\gamma}{N+1-\gamma}\,\frac{f_\infty t^N}{1-t}. \label{eq:accelerated}
\end{equation}
The exponential rate is unchanged, but the prefactor is much smaller. At $s/a=0.95$, $\varepsilon=80$ and $N=10$, the relative error drops from $0.358$ to $2.6\times10^{-4}$.

\subsection{The self-energy diverges}

For $c=1$, the slowly converging part of \eqref{eq:split} can be separated by
\begin{equation}
\frac1{l+1-\gamma}=\frac1{l+1}+\left[\frac1{l+1-\gamma}-\frac1{l+1}\right].
\end{equation}
The first part gives $\sum_lt^l/(l+1)=-\ln(1-t)/t$. The bracket decays as $l^{-2}$, so its sum converges at $t=1$, to $-\psi(1-\gamma)-\gamma_{\rm E}$. Here $\psi$ is the digamma function and $\gamma_{\rm E}$ is Euler's constant. As $t\to1$,
\begin{equation}
S(t)=f_\infty\left\{\frac1{1-t}-\gamma\left[\ln(1-t)+\psi(1-\gamma)+\gamma_{\rm E}\right]\right\}+o(1). \label{eq:wall}
\end{equation}
Since $1-t=(2d/a)(1-d/2a)$, we have $1/(1-t)=a/(2d)+1/4+O(d/a)$. The leading energy is
\begin{equation}
G\simeq-\frac{f_\infty kq^2}{4d}, \label{eq:planar}
\end{equation}
the result for a planar wall, whose image lies a distance $2d$ from the charge. Its relative error vanishes as $d\to0$, but the absolute difference grows logarithmically.

Equation \eqref{eq:wall} also sharpens \eqref{eq:bounds}. By \eqref{eq:rho}, $\rho_N\ge t^Nf_\infty/[(1-t)S(t)]$, and the fraction multiplying $t^N$ tends to 1. Thus $\rho_N/t^N\to1$ at the wall, uniformly in $N$, which justifies \eqref{eq:walllaw} as a leading law and not merely a sufficient condition.

The divergence marks a failure of the model: a point charge meets an infinitely sharp step in permittivity. Nor does the series cover electron density that extends beyond the sphere, because \eqref{eq:coulomb} was used at the wall with $s<a$.

\subsection{Two different points on the wall}

The cross term between two points on the wall behaves differently from the self-energy. For fixed $0<\theta<\pi$,
\begin{equation}
P_l(\cos\theta)=\sqrt{\frac{2}{\pi l\sin\theta}}\cos\!\left[\left(l+\tfrac12\right)\theta-\frac\pi4\right]+O(l^{-3/2}).
\end{equation}
Partial sums of the cosine are bounded, and its amplitude, multiplied by $f_l$, decreases. Summation by parts bounds the tail of this part by a constant times $N^{-1/2}$; the correction sums to the same order. The cross series therefore converges for $0<\theta<\pi$, but without a geometric rate. Antipodal points are excluded: there the terms are $f_l(-1)^l$, which do not tend to zero, and the partial sums oscillate. At $60^\circ$ and $\varepsilon=80$, the computed error envelope falls by a factor 3.98 between $N\approx100$ and $N\approx1600$, close to $\sqrt{16}=4$. The ratio moves between about 3.9 and 4.0 when the sampling points are shifted by a few terms.

\section{Worked example}\label{sec:example}

Take the model parameters $a=4$ \AA\ and $\varepsilon=80$, with $k=14.399645$ eV\,\AA. The charges are $+1$ at $(0,0,3)$, $-0.6$ at $(2,0,0)$ and $+0.3$ at $(0,-1.5,-1)$, with coordinates in \AA.

The net charge is $0.7$, so the $l=0$ term is
\begin{equation}
-0.98750\times\frac{14.399645\times0.7^2}{2\times4}\ {\rm eV}=-0.8710\ {\rm eV}.
\end{equation}
The dipole moment is $(-1.2,-0.45,2.7)$ in units of $e$\,\AA, with square $8.9325$. For $l=1$, $\sum_m|M_{1m}|^2$ equals this square, and the term is
\begin{equation}
-0.98137\times\frac{14.399645\times8.9325}{2\times4^3}\ {\rm eV}=-0.9862\ {\rm eV}.
\end{equation}
The dipole outweighs the net charge, yet the two together give just 55\% of the total. The partial sum is $-3.2200$ eV through $l=5$ and $-3.3423$ eV through $l=10$. The converged energy is $G=-3.3495$ eV, or $-323.2$ kJ/mol.

The outermost charge has $t_{\max}=(3/4)^2=0.5625$, and the ratio fitted to the computed tail is also 0.5625. After $l=10$ the omitted energy is 0.0072 eV in magnitude, below the bound of 0.026 eV from \eqref{eq:many}. As a numerical check that uses no multipoles, the program solves for the induced surface charge on a grid; its energy agrees with the series to a relative difference of $3\times10^{-5}$.

These energies belong to the linear model and are not solvation energies of a real liquid. By \eqref{eq:out}, the radial field just outside the wall at $(0,0,4)$ is about $3\times10^{9}$ V/m. For a solvent dipole of 1.85 D at 298 K this gives $\mu E/k_{\rm B}T\approx5$, where orientational response is no longer linear. For a unit charge at $s/a=0.9$ the field at the nearest wall point is about $2\times10^{10}$ V/m, so the last rows of the table below illustrate the series, not a solvent.

Now move a single unit charge towards the wall of the same sphere. The table compares its energy with \eqref{eq:planar}, and the number of terms needed for $\delta=10^{-3}$ with \eqref{eq:walllaw}.

\begin{center}
\begin{tabular}{ccccc}
$s/a$ & $G$ (eV) & planar (eV) & $N$ & wall law\\
0.50 & $-2.366$ & $-1.756$ & 5 & 6.9\\
0.80 & $-4.911$ & $-4.389$ & 16 & 17.3\\
0.90 & $-9.284$ & $-8.778$ & 33 & 34.5\\
0.95 & $-18.062$ & $-17.555$ & 68 & 69.1\\
0.99 & $-88.304$ & $-87.776$ & 344 & 345.4
\end{tabular}
\end{center}

At $s/a=0.95$, for example, $a/(2d)=10$ and $\ln1000=6.908$, which gives 69.1 terms against the 68 needed. The planar estimate is 26\% too small in magnitude at half the radius and 0.6\% too small at $s/a=0.99$. The absolute difference first falls, from 0.610 eV at $s/a=0.50$ to 0.506 eV at $s/a=0.95$, and then rises to 0.528 eV at $s/a=0.99$. Over these last two rows the logarithm in \eqref{eq:wall} alone adds 0.034 eV, partly offset by terms that vanish at the wall.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Coulomb constant k = 14.399645 eV angstrom
max relative error of f_l, radial solver: 7.5e-05
unit charge s/a=0.6, eps=5, energy in k/a:
  field integral -0.60190297, series -0.60190297
eps=2: f_0, f_1, f_2, f_10, f_inf = 0.50000 0.40000 0.37500 0.34375 0.33333
eps=80: f_0, f_1, f_2, f_10, f_inf = 0.98750 0.98137 0.97934 0.97640 0.97531
Example: a = 4.0 angstrom, eps = 80
  charge +1.0 e at (0.0, 0.0, 3.0) angstrom
  charge -0.6 e at (2.0, 0.0, 0.0) angstrom
  charge +0.3 e at (0.0, -1.5, -1.0) angstrom
t_max = 0.5625; fitted tail ratio = 0.5625
  l= 0: term -0.870954 eV, partial sum -0.870954 eV
  l= 1: term -0.986157 eV, partial sum -1.857111 eV
  l= 2: term -0.764157 eV, partial sum -2.621267 eV
  l= 3: term -0.341185 eV, partial sum -2.962453 eV
  l= 5: term -0.099921 eV, partial sum -3.220003 eV
  l=10: term -0.005597 eV, partial sum -3.342294 eV
  l=20: term -0.000018 eV, partial sum -3.349434 eV
total G = -3.349456 eV = -323.173 kJ/mol
surface-charge solver G = -3.349360 eV
relative difference = 2.9e-05
Unit charge nearing wall, a=4 angstrom, eps=80, delta=1e-3
  s/a=0.50: G=-2.3659 eV, planar=-1.7555 eV
    terms needed=5, ln(1/delta)/ln(1/t)=4.98, wall law=6.91
  s/a=0.80: G=-4.9114 eV, planar=-4.3888 eV
    terms needed=16, ln(1/delta)/ln(1/t)=15.48, wall law=17.27
  s/a=0.90: G=-9.2843 eV, planar=-8.7776 eV
    terms needed=33, ln(1/delta)/ln(1/t)=32.78, wall law=34.54
  s/a=0.95: G=-18.0615 eV, planar=-17.5551 eV
    terms needed=68, ln(1/delta)/ln(1/t)=67.34, wall law=69.08
  s/a=0.99: G=-88.3037 eV, planar=-87.7756 eV
    terms needed=344, ln(1/delta)/ln(1/t)=343.66, wall law=345.39
s/a=0.95, 10 terms: relative error plain = 3.576e-01
  with point image summed in closed form = 2.565e-04
wall pair at 60 degrees, error envelope (units k/a per q_i q_j):
  N about 100: 8.027e-02; N about 1600: 2.019e-02; ratio 3.977
\end{verbatim}
